# When the polarization quantum is 2eR/V and when it is eR/V

The formal polarization of a crystal may be thought to be defined modulo \(e\mathbf R/V\), where \(\mathbf R\) is a lattice vector and \(V\) the cell volume. For an insulator whose bands are spin degenerate and doubly occupied, the sharper statement is

\[
\mathbf P\ \text{is defined modulo}\ \frac{g\,e\mathbf R}{V},\qquad g=\gcd(2,Z_1,Z_2,\dots),
\]

where \(Z_ie\) are the charges of the ions, \(e>0\), and an ion means a nucleus with any closed-shell core that is frozen onto it. If all \(Z_i\) are even, the branches lie \(2e\mathbf R/V\) apart. If at least one is odd, relabelling that ion reaches the values in between. The electrons alone give the spacing \(2e\mathbf R/V\) in both cases, and this is what matters for a polarization change along a path on which the ions are followed.

## Why the belief tempts

The belief is not false as a bound. Every permitted shift is some \(e\mathbf R/V\), so two values that differ by anything else are certainly different polarizations. It also has a simple picture behind it: a Berry phase is defined modulo \(2\pi\), and a phase of \(2\pi\) moves one electron by one lattice vector. What the picture omits is that, in a spin-degenerate insulator, the same phase belongs to two electrons. Treating \(e\mathbf R/V\) as the actual spacing can then identify states that differ, or give a polarization change the wrong sign.

## What relabelling does to the electrons

Take one dimension with lattice constant \(a\) and one occupied band. Write the Bloch states as \(\psi_k=e^{ikx}u_k\), with \(\psi_k\) periodic in \(k\). The Wannier function of the home cell is \(W=(a/2\pi)\int dk\,\psi_k\), over one period \(2\pi/a\). Since \(x e^{ikx}=-i\partial_k e^{ikx}\), integration by parts gives

\[
xW=\frac{a}{2\pi}\int dk\,(-i\partial_k e^{ikx})\,u_k
=\frac{a}{2\pi}\int dk\,e^{ikx}\,i\partial_k u_k .
\]

The boundary term vanishes because \(\psi_k\) is periodic. Bloch functions at different \(k\) are orthogonal, with overlap \((2\pi/a)\,\delta(k-k')\) times the cell overlap, so the centre is

\[
x_W=\langle W|x|W\rangle=\frac{a}{2\pi}\int dk\,\langle u_k|i\partial_k u_k\rangle .
\]

The phase of \(u_k\) is free. Replace \(u_k\) by \(e^{-i\beta(k)}u_k\), where \(\beta\) must grow by \(2\pi m\) over the period, with \(m\) an integer, to keep \(\psi_k\) periodic. The integrand gains \(\beta'(k)\), and

\[
x_W\to x_W+\frac{a}{2\pi}\,2\pi m=x_W+ma .
\]

With several bands, \(\beta\) is replaced by minus the phase of the determinant of the matrix that mixes them, and the sum of the centres moves by \(ma\). In three dimensions that sum moves by a lattice vector \(\mathbf S\).

Both spins use the same orbitals, so with \(\mathbf r_n\) the centres for one spin,

\[
\mathbf P=\frac{e}{V}\Big[\sum_i Z_i\mathbf r_i-2\sum_n\mathbf r_n\Big].
\]

A relabelling that keeps the spins paired changes the electronic part by \(-2e\mathbf S/V\). The factor 2 is the occupation, and the sign is that of the electron charge.

## What the ions add

Assigning a different periodic copy of ion \(i\) to the home cell moves \(\mathbf r_i\) by a lattice vector \(\mathbf R_i\). Altogether

\[
\Delta\mathbf P=\frac{e}{V}\Big[\sum_iZ_i\mathbf R_i-2\mathbf S\Big].
\]

If all \(Z_i\) are even, the bracket is twice a lattice vector, and the choice of \(\mathbf S\) makes it twice any lattice vector: \(g=2\). If one charge is odd, \(Z_j=2q+1\), move that ion by \(\mathbf R\) and choose \(\mathbf S=q\mathbf R\). The bracket becomes \((2q+1)\mathbf R-2q\mathbf R=\mathbf R\), so \(g=1\).

Neutrality does not prevent this. It requires \(\sum_iZ_i\) to equal twice the number of occupied bands, so the odd ions in a cell come in even number, but one of them may still be relabelled alone.

Nor does the result depend on how many closed shells are put into the core. Such a core holds an even number of electrons, and removing them from the count leaves the parity of \(Z_i\) unchanged. In BaTiO₃ the nuclear charges 56, 22 and 8 are all even, and so are the charges 10, 12 and 8 that remain with frozen cores on the metals; the spacing is \(2e\mathbf R/V\). In KNbO₃ the charges are 19, 41 and 8, or 9, 13 and 8 with cores. Two are odd, and the spacing is \(e\mathbf R/V\).

## The spacing seen as charge at an end

The distinction can be seen in the charge at the end of a chain. Measure lengths in units of \(a\) and charge in units of \(e\), so that the polarization of one chain is \(P=\sum_s q_sx_s\), summed over the ions and electron pairs of a neutral cell. Let the cells \(n\le M\) be filled. To remove the oscillations inside a cell, count charge with a weight \(f\) that rises linearly from 0 at a point \(x_0\) deep in the bulk to 1 at \(x_0+1\), and stays 1 beyond.

For one species, put \(y=M+x_s-x_0=K+\varphi\), with \(K\) an integer and \(0\le\varphi<1\). The copies lie at distances \(y,y-1,\dots\) from \(x_0\). Of these, \(K\) have weight 1, one has weight \(\varphi\), and the rest have weight 0. The weights therefore sum to \(y\), and

\[
Q=\sum_sq_s(M+x_s-x_0)=\sum_sq_sx_s=P,
\]

because \(\sum_sq_s=0\). The sum is linear in \(x_s\), so a spread-out Wannier function counts through its centre.

A real end differs from this ideal one. If it is insulating and filled by pairs, its electrons still occupy localized orbitals that approach the bulk ones further in. Distorting these orbitals moves charge within the end region but does not change its total. Adding or removing ions and pairs changes \(Q\) by \(\sum_iZ_in_i-2m\) with integer \(n_i\) and \(m\), which is a multiple of \(g\). The ions counted here are those of the chain itself. A metallic end, an end level holding a single electron, or a foreign ion of odd charge attached to the end lies outside this argument. So does the surface of an array of chains whose ends alternate, as in a reconstruction: each chain still changes in steps of \(g\), but the charge averaged over the chains can take values in between.

Consider a chain with site A at 0 and site B at \(a/2\), site energies \(+D\) and \(-D\), and hopping amplitudes \(-v\) inside the cell and \(-w\) between cells. Let

\[
v=t+d\cos\theta,\quad w=t-d\cos\theta,\quad D=D_0\sin\theta,
\]

with the round values \(t=1\) eV, \(d=0.5\) eV and \(D_0=1\) eV. At \(\theta=0.1\pi\) the centre of the doubly occupied band is \(x_W=0.31\).

Give the sites ionic charges \((2,0)\). Then \(P=2\cdot0-2\cdot0.31=-0.62\). Diagonalizing open chains gives these end charges:

- Ending on B: \(-0.62\).
- Ending on A: \(1.38\). The site removed had no ionic charge, and one electron pair has gone with it.
- Ending on A, with that last site lowered by 3 eV: \(-0.62\). The end level has taken up a pair.

All steps are even. Now keep the same electrons and give the sites charges \((1,1)\), so that \(P=0.5-0.62=-0.12\). The same three ends carry \(-0.12\), \(0.88\) and \(-1.12\). Removing site B now takes away an ion of charge \(+1\) and a pair of charge \(-2\), a net change of \(+1\). The odd ion has supplied the intermediate branch.

## Two insulators that the smaller quantum confuses

At \(\theta=\pi/2\) and \(3\pi/2\) the two hoppings are equal, and the chain has inversion symmetry about site A. Inversion sends \(x_W\) to \(-x_W\), which must be the same centre modulo 1, so \(x_W\) is 0 or \(1/2\). The pairs are centred on the site of lower energy: B at \(\pi/2\), A at \(3\pi/2\).

For ionic charges \((2,0)\) the polarizations are \(-2\cdot\tfrac12=-1\) and 0. Modulo 2 they are different; modulo 1 they look identical. The whole-cell open chains have end charges of magnitude 1 and 0, respectively. By the end-charge argument, a single B-centred chain cannot have a neutral end that is insulating, pair-filled and built from its own ions, a fact that reduction modulo 1 discards. A foreign ion of charge \(+1\) capping the end does neutralize it, and so does an array of chains ending alternately on B and on A, with charges \(-1\) and \(+1\).

For charges \((1,1)\) the values are \(\tfrac12-1=-\tfrac12\) and \(\tfrac12\). These differ by 1, which is now a permitted relabelling, and the end charge no longer separates the two insulators.

## A polarization change with the wrong sign

Along a path, the change of \(P\) is the charge that flows, and its electronic part can be followed without any branch choice. Let \(u_k\) obey \(i\hbar\,\partial_tu_k=H_ku_k\). Differentiating the centre gives two terms. With \(\partial_tu_k=-(i/\hbar)H_ku_k\) they are

\[
\langle\partial_tu_k|i\partial_ku_k\rangle=-\frac1\hbar\langle u_k|H_k|\partial_ku_k\rangle,
\]

\[
\langle u_k|i\partial_k\partial_tu_k\rangle=\frac1\hbar\langle u_k|\partial_kH_k|u_k\rangle+\frac1\hbar\langle u_k|H_k|\partial_ku_k\rangle .
\]

The terms containing \(\partial_ku_k\) cancel in the sum, leaving

\[
\frac{dx_W}{dt}=\frac{a}{2\pi}\int dk\,\frac1\hbar\langle u_k|\partial_kH_k|u_k\rangle ,
\]

the mean electron velocity. If the change is slow and the gap stays open, the final state is close to the ground state of the final Hamiltonian. Endpoint Berry phases then give the same displacement up to a whole number of cells.

Put the chain in a cell with \(a=4\) Å and cross-section 16 Å². Along the chain \(R/V\) is the inverse of the cross-section, so \(eR/V=100.1\) µC/cm². Hold the ions fixed and take \(\theta\) slowly from \(0.1\pi\) to \(0.9\pi\). This exchanges \(v\) and \(w\), which mirrors the chain about A, so the endpoint centres are \(0.31\) and \(-0.31\) modulo 1. Their raw difference gives

\[
\Delta P=-2(-0.31-0.31)=1.24\ \text{in units of } eR/V .
\]

Subtracting 2 leaves \(-0.76\), or \(-76\) µC/cm². Subtracting 1, as a spacing of \(eR/V\) would suggest, leaves \(0.24\), or \(+24\) µC/cm². The second value is smaller in magnitude, but integrating the current over the path gives \(-0.76\). The centre has moved from 0.31 through 0.5 to 0.69, and \(-2(0.69-0.31)=-0.76\).

The integrated current and the endpoint phases differ by about 0.1 per cent of the change. This is the error of the finite time step in the integration, not a sign that the path was taken too fast.

Nothing in this comparison used the ionic charges. The ions stood still, and had they moved, each would have contributed \(Z_ie\,\Delta\mathbf r_i/V\) with a known displacement. With the ions followed, the ambiguity of \(\Delta\mathbf P\) is therefore \(2e\mathbf R/V\) even when they are odd. The smaller spacing returns if only the two end structures are given and an odd ion may have gone to any equivalent site.

The correct modulus does not by itself choose the branch. Taking the value of least magnitude modulo \(2eR/V\) is justified if \(|\Delta P|<eR/V\), which holds here but cannot be read from the endpoints. Otherwise one can integrate the current, as above, or divide the path into steps small enough to satisfy the condition and add their changes.

## Where the factor 2 is lost

The factor 2 rests on the spins staying paired. Taking \(\theta\) through a full cycle with both spins together gives \(\Delta P=-2.00\,eR/V\), to within about 0.1 per cent: one electron of each spin crosses the cell. If one spin runs through the cycle while the other stays at its starting Hamiltonian, the result is \(-1.00\,eR/V\). The initial and final Hamiltonians are again the same and spin degenerate, but the path between them was not. For changes that may pass through such states, \(e\mathbf R/V\) is the right quantum whatever the parity of the ions.

The values for each termination and path are listed in the numerical output.

## Values computed for the example and the checks

```
hopping t, modulation d, site energy D: 1.0, 0.5, 1.0 eV
lattice constant 4.0 angstrom, cross-section 16.0 angstrom^2
cell volume V = 64.0 angstrom^3
eR/V  = 100.14 microC/cm^2
2eR/V = 200.27 microC/cm^2
start of path: v=1.4755, w=0.5245, D=0.3090 eV
end of path: v=0.5245, w=1.4755, D=0.3090 eV
start, winding 0: x from phase 0.3097, from Wannier function 0.3097 (units a)
start, winding 1: x from phase 1.3097, from Wannier function 1.3097 (units a)
change of electronic P per winding: -2.0000 eR/V
duration of slow change: 131.6 fs
endpoint centres modulo a: 0.3097, -0.3097 (units a)
Delta P, raw endpoint difference: 1.2390 eR/V = 124.07 microC/cm^2
Delta P, reduced modulo 2eR/V: -0.7610 eR/V = -76.20 microC/cm^2
Delta P, reduced modulo eR/V: 0.2390 eR/V = 23.93 microC/cm^2
Delta P, integrated current: -0.7600 eR/V = -76.10 microC/cm^2
closed cycle, both spins: Delta P = -1.9972 eR/V
closed cycle, one spin only: Delta P = -0.9986 eR/V
ionic charges (2, 0): bulk P = -0.6195 e, g = 2
  last site B: end charge -0.6195 e, minus P: 0.000 e
  last site A: end charge 1.3805 e, minus P: 2.000 e
  last site A lowered by 3 eV: end charge -0.6195 e, minus P: 0.000 e
ionic charges (1, 1): bulk P = -0.1195 e, g = 1
  last site B: end charge -0.1195 e, minus P: 0.000 e
  last site A: end charge 0.8805 e, minus P: 1.000 e
  last site A lowered by 3 eV: end charge -1.1195 e, minus P: -1.000 e
charges (2, 0), pairs centred on B: |P| mod 2e = 1.000 e, |end charge| = 1.000 e
charges (2, 0), pairs centred on A: |P| mod 2e = 0.000 e, |end charge| = 0.000 e
BaTiO3: nuclei [56, 22, 8, 8, 8], with cores [10, 12, 8, 8, 8], spacing 2 and 2 eR/V
KNbO3: nuclei [19, 41, 8, 8, 8], with cores [9, 13, 8, 8, 8], spacing 1 and 1 eR/V
```
